# Ringing of a Swept Optical Resonance: Slow Limit and First Correction: verification in Python

```python
"""
Result under test: a laser sweep crosses one linewidth per photon lifetime at
    rate_1 = 2*pi*nu0**2/Q**2,
and this is the scale of strong ringing in a swept resonance.
nu0: resonance frequency (Hz); Q: loaded quality factor;
kappa: energy loss rate (1/s); lifetime = 1/kappa (s);
linewidth: full width at half maximum (Hz);
r: sweep rate divided by rate_1; u: time after crossing / lifetime;
b: cavity field / steady resonant field; T = |1-b|^2 at critical coupling.
"""
import numpy as np
from scipy.constants import c, pi
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.signal import lfilter
from scipy.special import wofz

wavelength = 1550e-9
Q = 1e7
nu0 = c / wavelength
omega0 = 2 * pi * nu0
kappa = omega0 / Q
lifetime = 1 / kappa
linewidth = nu0 / Q
rate_1 = 2 * pi * nu0**2 / Q**2

# Linewidth from the driven second-order oscillator, frequency in units of nu0


def stored_response(offset):
    """Squared displacement response relative to that at zero offset."""
    x = 1 + offset
    return (1 / Q**2) / ((offset * (2 + offset))**2 + (x / Q)**2)


upper = brentq(lambda d: stored_response(d) - 0.5, 0, 5 / Q, xtol=1e-18)
lower = brentq(lambda d: stored_response(d) - 0.5, -5 / Q, 0, xtol=1e-18)
measured_width = (upper - lower) * nu0
# Lifetime from the poles of the undriven oscillator
poles = np.linalg.eigvals(np.array([[0.0, 1.0], [-1.0, -1 / Q]]))
measured_lifetime = -1 / (2 * poles[0].real * omega0)
assert abs(measured_width / linewidth - 1) < 1e-6
assert abs(measured_lifetime / lifetime - 1) < 1e-6
assert abs(measured_width / measured_lifetime / rate_1 - 1) < 1e-6


def field(u, r):
    """Swept cavity field from the closed formula."""
    q = 0.5 + 1j * r * np.asarray(u)
    root_p = np.sqrt(r / 2) * np.exp(-1j * pi / 4)
    z = q / (2 * root_p)
    return 0.25 * np.sqrt(pi) / root_p * wofz(1j * z)


def transmission(u, r):
    return abs(1 - field(u, r))**2


def integrate_field(r, u_points):
    """Direct integration of the cavity equation in seconds."""
    rate = r * rate_1
    start = -40 * lifetime

    def slope(t, b):
        return -(kappa / 2 + 2j * pi * rate * t) * b + kappa / 2

    first = (kappa / 2) / (kappa / 2 + 2j * pi * rate * start)
    times = np.asarray(u_points) * lifetime
    run = solve_ivp(slope, (start, times[-1]), [first], method="DOP853",
                    t_eval=times, rtol=1e-9, atol=1e-11)
    assert run.success
    return run.y[0]


check_u = np.linspace(-3, 10, 27)
largest_difference = 0.0
for r in (0.1, 0.25, 1.0, 3.0):
    difference = np.max(abs(integrate_field(r, check_u) - field(check_u, r)))
    largest_difference = max(largest_difference, difference)
assert largest_difference < 1e-6

# Slow sweep: relative field error at line centre approaches 4r
small_r = 1e-3
centre_error = abs(field(0.0, small_r) - 1)
assert abs(centre_error / (4 * small_r) - 1) < 1e-3

# Free-decay term: integrated field minus the slowly following part
late_u = np.array([6.0, 7.0, 8.0])
q = 0.5 + 1j * late_u
w = 1j / q**2
following = (1 + w + 3 * w**2 + 15 * w**3) / (2 * q)
free_part = integrate_field(1.0, late_u) - following
free_formula = (np.sqrt(pi / 2) * np.exp(-late_u / 2)
                * np.exp(1j * (pi / 4 + 1 / 8 - late_u**2 / 2)))
free_error = np.max(abs(free_part / free_formula - 1))
assert free_error < 2e-3

# Onset of ringing, by two definitions
u_grid = np.linspace(0, 60, 12001)


def has_ripple(r):
    T = transmission(u_grid, r)
    return bool(np.any(np.diff(T[np.argmin(T):]) < -1e-11))


def has_overshoot(r):
    return bool(np.max(transmission(u_grid, r)) > 1)


def find_onset(condition):
    low, high = 0.02, 1.0
    assert not condition(low) and condition(high)
    for _ in range(30):
        middle = (low + high) / 2
        if condition(middle):
            high = middle
        else:
            low = middle
    return high


ripple_r = find_onset(has_ripple)
overshoot_r = find_onset(has_overshoot)
for r in np.geomspace(0.02, 3, 50):
    for condition, onset in ((has_ripple, ripple_r),
                             (has_overshoot, overshoot_r)):
        if abs(r / onset - 1) > 0.01:
            assert condition(r) == (r > onset)
assert ripple_r <= overshoot_r < 1


def first_peak(r):
    T = transmission(u_grid, r)
    k = int(np.argmax(T))
    return u_grid[k], T[k]


peak_u, peak_T = first_peak(1.0)
assert peak_T > 1.2

# Wavelength rate, checked by the change over one lifetime
wavelength_rate = wavelength**2 * rate_1 / c
moved = wavelength - c / (nu0 + rate_1 * lifetime)
assert abs(moved / lifetime / wavelength_rate - 1) < 1e-6
scan_speed = 100e-9
scan_r = scan_speed / wavelength_rate
assert scan_r < ripple_r

# Rough typical silicon nitride microring and measuring equipment
radius, group_index, mode_area = 100e-6, 2.1, 1.2e-12
power, kerr_index = 1e-6, 2.4e-19
thermo_optic, heat_capacity = 2.5e-5, 2.2e6
splitting, detector_band, laser_width = 10e6, 100e6, 10e3

mode_spacing = c / (group_index * 2 * pi * radius)
circulating = 2 * power * lifetime * mode_spacing
kerr_shift = nu0 * kerr_index * circulating / mode_area / group_index
core_volume = 2 * pi * radius * mode_area
heating = power * 10 * lifetime / (heat_capacity * core_volume)
thermal_shift = nu0 * thermo_optic * heating / group_index
phase_spread = np.sqrt(2 * pi * laser_width * lifetime)
assert max(kerr_shift, thermal_shift) < 0.05 * linewidth
assert mode_spacing > 1000 * linewidth and phase_spread < 0.1

half_split = splitting / (2 * linewidth)
split_field = (field(u_grid - half_split, 1.0)
               + field(u_grid + half_split, 1.0)) / 2
split_peak = np.max(abs(1 - split_field)**2)
fine_u = np.arange(-40, 30, 0.002)
keep = np.exp(-0.002 * lifetime * 2 * pi * detector_band)
fine_T = transmission(fine_u, 1.0)
filtered = lfilter([1 - keep], [1, -keep], fine_T, zi=[keep * fine_T[0]])[0]
filtered_peak = np.max(filtered)
assert split_peak > 1.1 and filtered_peak > 1.1

print(f"Wavelength: {wavelength*1e9:.0f} nm; loaded Q: {Q:.1e}")
print(f"Resonance frequency: {nu0/1e12:.3f} THz")
print(f"Linewidth: {linewidth/1e6:.2f} MHz")
print(f"Photon lifetime: {lifetime*1e9:.3f} ns")
print(f"Amplitude lifetime: {2*lifetime*1e9:.2f} ns")
print(f"Estimated sweep rate (r = 1): {rate_1:.3e} Hz/s")
print(f"Same rate in wavelength: {wavelength_rate*1e9:.3e} nm/s")
print(f"Amplitude-based estimate (r = 1/4): {rate_1/4:.3e} Hz/s")
print(f"First ripple: r = {ripple_r:.4f}, {ripple_r*rate_1:.2e} Hz/s")
print(f"First T above 1: r = {overshoot_r:.4f}, "
      f"{overshoot_r*rate_1:.2e} Hz/s")
for r in (0.01, 0.1, 0.25, 1.0, 3.0):
    print(f"Lowest T at r = {r}: {np.min(transmission(u_grid, r)):.4f}")
for r in (0.25, 1.0, 3.0):
    print(f"Highest T at r = {r}: {first_peak(r)[1]:.3f}")
print(f"First overshoot at r = 1: {peak_u:.2f} lifetimes, "
      f"{peak_u*lifetime*1e9:.1f} ns after crossing")
print(f"Beat frequency there: {peak_u*linewidth/1e6:.1f} MHz")
print(f"Scan at {scan_speed*1e9:.0f} nm/s: r = {scan_r:.5f}")
print(f"Its field error at line centre: {abs(field(0.0, scan_r)-1):.4f}")
print(f"Largest formula-integration difference: {largest_difference:.1e}")
print(f"Centre error / 4r at r = {small_r}: "
      f"{centre_error/(4*small_r):.5f}")
print(f"Largest relative error of free-decay term: {free_error:.1e}")
print("Rough silicon nitride ring inputs:")
print(f"Radius: {radius*1e6:.0f} um; group index: {group_index}")
print(f"Mode area: {mode_area*1e12:.1f} um2; power: {power*1e6:.0f} uW")
print(f"Kerr index: {kerr_index:.1e} m2/W")
print(f"Thermo-optic coefficient: {thermo_optic:.1e} 1/K")
print(f"Heat capacity: {heat_capacity:.1e} J/(m3 K)")
print(f"Mode spacing: {mode_spacing/1e9:.0f} GHz")
print(f"Steady circulating power: {circulating*1e3:.2f} mW")
print(f"Kerr shift, upper bound: {kerr_shift/1e3:.0f} kHz")
print(f"Heating in 10 lifetimes, all power absorbed: {heating:.1e} K")
print(f"Thermal shift from it: {thermal_shift/1e3:.0f} kHz")
print(f"Laser linewidth: {laser_width/1e3:.0f} kHz; "
      f"phase spread per lifetime: {phase_spread:.3f} rad")
print(f"Highest T at r = 1, {splitting/1e6:.0f} MHz splitting: "
      f"{split_peak:.3f}")
print(f"Highest T at r = 1, {detector_band/1e6:.0f} MHz detector: "
      f"{filtered_peak:.3f}")
print("verified")
```

It prints:

```
Wavelength: 1550 nm; loaded Q: 1.0e+07
Resonance frequency: 193.414 THz
Linewidth: 19.34 MHz
Photon lifetime: 8.229 ns
Amplitude lifetime: 16.46 ns
Estimated sweep rate (r = 1): 2.350e+15 Hz/s
Same rate in wavelength: 1.884e+04 nm/s
Amplitude-based estimate (r = 1/4): 5.876e+14 Hz/s
First ripple: r = 0.0795, 1.87e+14 Hz/s
First T above 1: r = 0.1263, 2.97e+14 Hz/s
Lowest T at r = 0.01: 0.0000
Lowest T at r = 0.1: 0.0036
Lowest T at r = 0.25: 0.0218
Lowest T at r = 1.0: 0.1261
Lowest T at r = 3.0: 0.2875
Highest T at r = 0.25: 1.296
Highest T at r = 1.0: 1.758
Highest T at r = 3.0: 1.780
First overshoot at r = 1: 2.69 lifetimes, 22.1 ns after crossing
Beat frequency there: 51.9 MHz
Scan at 100 nm/s: r = 0.00531
Its field error at line centre: 0.0211
Largest formula-integration difference: 1.1e-09
Centre error / 4r at r = 0.001: 0.99983
Largest relative error of free-decay term: 8.1e-05
Rough silicon nitride ring inputs:
Radius: 100 um; group index: 2.1
Mode area: 1.2 um2; power: 1 uW
Kerr index: 2.4e-19 m2/W
Thermo-optic coefficient: 2.5e-05 1/K
Heat capacity: 2.2e+06 J/(m3 K)
Mode spacing: 227 GHz
Steady circulating power: 3.74 mW
Kerr shift, upper bound: 69 kHz
Heating in 10 lifetimes, all power absorbed: 5.0e-05 K
Thermal shift from it: 114 kHz
Laser linewidth: 10 kHz; phase spread per lifetime: 0.023 rad
Highest T at r = 1, 10 MHz splitting: 1.567
Highest T at r = 1, 100 MHz detector: 1.692
verified
```
